# Step repulsion and the contact exponent of terrace-width distributions: verification in Python

```python
"""
Result under test: steps on a vicinal surface with repulsion A/x^2 per length have
a terrace-width distribution that vanishes at contact as s^r, where
    r = 1 + sqrt(1 + 4 At),   At = A * stiffness / (kB T)^2.
Symbols: lam = r/2 is the pair exponent of the ground state of the transfer
operator; L is the periodic length; N the number of steps; s = gap / mean gap.
The form a s^r exp(-b s^2) (the surmise) is tested as an approximation.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as kB
from scipy.integrate import quad, simpson
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import eigsh
from scipy.special import gammaln


def exponent(At):
    return 1 + np.sqrt(1 + 4 * At)


def surmise_constants(r):
    b = np.exp(2 * (gammaln((r + 2) / 2) - gammaln((r + 1) / 2)))
    a = 2 * b ** ((r + 1) / 2) / np.exp(gammaln((r + 1) / 2))
    return a, b


def surmise_variance(r):
    return (r + 1) / (2 * surmise_constants(r)[1]) - 1


# ---------- model parameters ----------
T = 1000.0
stiffness = 8e-11
A = 8e-30
mean_width = 5e-9
kT = kB * T
At = A * stiffness / kT**2
r = exponent(At)
lam = r / 2
print(f"temperature = {T:.0f} K")
print(f"thermal energy kT = {kT:.5e} J")
print(f"step stiffness = {stiffness:.2e} J/m")
print(f"repulsion coefficient A = {A:.2e} J m")
print(f"mean terrace width = {mean_width*1e9:.2f} nm")
print(f"dimensionless repulsion At = {At:.4f}")
print(f"pair exponent lam = {lam:.4f}")
print(f"terrace exponent r = {r:.4f}")

# ---------- two steps: path transfer matrix in SI units ----------
L = 2 * mean_width
n = 800
x = (np.arange(n) + 0.5) * L / n
spread = (0.01 * L) ** 2              # kT * dy / stiffness
dy = spread * stiffness / kT
V = A * (np.pi / L) ** 2 / np.sin(np.pi * x / L) ** 2
half = np.exp(-V * dy / (2 * kT))
# difference of two walkers: each has variance kT*dy/stiffness per slice
jump = np.exp(-(x[:, None] - x[None, :]) ** 2 / (4 * spread))
jump *= (L / n) / np.sqrt(4 * np.pi * spread)
val, vec = eigh(half[:, None] * jump * half[None, :],
                subset_by_index=[n - 1, n - 1])
F_paths = -kT * np.log(val[0]) / dy
F_formula = kT**2 / (2 * stiffness) * (np.pi / L) ** 2 * 2 * lam**2
guess = np.sin(np.pi * x / L) ** lam
overlap2 = abs(vec[:, 0] @ guess) / np.linalg.norm(guess)
print(f"two steps, free energy from paths = {F_paths:.5e} J/m")
print(f"two steps, free energy from formula = {F_formula:.5e} J/m")
print(f"two steps, 1 - overlap of states = {1-overlap2:.1e}")
# tolerance: finite slice thickness near the singular contact
assert abs(F_paths / F_formula - 1) < 0.01
assert overlap2 > 0.999


# ---------- three steps: diagonalization on a triangular gap grid ----------
def three_steps(strength, m=180):
    index = -np.ones((m + 1, m + 1), dtype=int)
    I, J = np.array([(i, j) for i in range(1, m)
                     for j in range(1, m - i)]).T
    index[I, J] = np.arange(len(I))
    h = 1.0 / m
    sines = [np.sin(np.pi * q * h) for q in (I, J, m - I - J)]
    diag = 6 / h**2 + 2 * strength * np.pi**2 * sum(1 / q**2 for q in sines)
    rows, cols, vals = [np.arange(len(I))], [np.arange(len(I))], [diag]
    for di, dj in ((1, 0), (-1, 0), (0, 1), (0, -1), (1, -1), (-1, 1)):
        target = index[I + di, J + dj]
        ok = target >= 0
        rows.append(np.where(ok)[0])
        cols.append(target[ok])
        vals.append(np.full(ok.sum(), -1 / h**2))
    H = coo_matrix((np.concatenate(vals),
                    (np.concatenate(rows), np.concatenate(cols)))).tocsc()
    start = sines[0] * sines[1] * sines[2]
    E, psi = eigsh(H, k=1, sigma=0.0, v0=start)
    psi = psi[:, 0]
    product = start ** (exponent(strength) / 2)
    overlap = abs(psi @ product) / np.linalg.norm(product)
    density = np.bincount(I, weights=psi**2)
    q = np.arange(int(0.08 * m), int(0.20 * m) + 1)
    slope = np.gradient(np.log(density[q]), np.log(q * h))
    contact = np.polyfit((q * h) ** 2, slope, 2)[-1]
    return E[0], overlap, contact


print("three steps: At, r formula, r measured, energy ratio, 1-overlap")
for strength in (0.3125, 2.0, At, 6.0):
    E3, ov3, r3 = three_steps(strength)
    rf = exponent(strength)
    ratio = E3 / (8 * np.pi**2 * (rf / 2) ** 2)
    print(f"  {strength:.4f}  {rf:.4f}  {r3:.4f}  {ratio:.5f}  {1-ov3:.1e}")
    # tolerances: grid error at the singular contact and extrapolation
    assert abs(ratio - 1) < 0.01
    assert ov3 > 0.999
    assert abs(r3 - rf) < 0.04

# ---------- six steps: local energy of the product state ----------
rng = np.random.default_rng(7)
N6 = 6
pairs = np.triu_indices(N6, 1)


def product_state(pos):
    d = pos[pairs[0]] - pos[pairs[1]]
    return np.prod(np.abs(np.sin(np.pi * d)) ** lam)


E6 = np.pi**2 * lam**2 * N6 * (N6**2 - 1) / 3
worst = 0.0
for trial in range(5):
    pos = (np.arange(N6) + rng.uniform(-0.15, 0.15, N6)) / N6
    p0, h = product_state(pos), 1e-4
    kinetic = 0.0
    for e in np.eye(N6) * h:
        kinetic -= (product_state(pos + e) + product_state(pos - e)
                    - 2 * p0) / (h**2 * p0)
    d = pos[pairs[0]] - pos[pairs[1]]
    potential = 2 * At * np.pi**2 * np.sum(1 / np.sin(np.pi * d) ** 2)
    worst = max(worst, abs((kinetic + potential) / E6 - 1))
print(f"six steps, worst relative local-energy error = {worst:.1e}")
assert worst < 1e-4

# ---------- two steps in a quadratic confinement ----------
X, c, p = sp.symbols("X c p", positive=True)
state = X**p * sp.exp(-c * X**2)
local = (-sp.diff(state, X, 2) / state + p * (p - 1) / X**2
         + 4 * c**2 * X**2)
assert sp.simplify(sp.diff(sp.simplify(local), X)) == 0

# ---------- surmise constants against quadrature ----------
a, b = surmise_constants(r)
moments = [quad(lambda s: s**q * a * s**r * np.exp(-b * s * s),
                0, np.inf)[0] for q in range(3)]
assert abs(moments[0] - 1) < 1e-7 and abs(moments[1] - 1) < 1e-7
assert abs(moments[2] - 1 - surmise_variance(r)) < 1e-7
var_s = surmise_variance(r)
print(f"surmise constant a = {a:.4f}")
print(f"surmise constant b = {b:.4f}")
print(f"surmise variance of s = {var_s:.5f}")
print(f"surmise width deviation = {np.sqrt(var_s)*mean_width*1e9:.3f} nm")


# ---------- no energetic repulsion: free-fermion determinant ----------
def free_variance(N):
    j = np.arange(N)
    diff = j[:, None] - j[None, :]
    s = np.linspace(0, 6, 241)
    empty = [np.linalg.det(np.eye(N) - (q / N) * np.sinc(diff * q / N))
             for q in s]
    return 2 * simpson(empty, x=s) - 1


free16, free60 = free_variance(16), free_variance(60)
free_surmise = surmise_variance(2.0)
print(f"At=0: variance, 16 steps, determinant = {free16:.5f}")
print(f"At=0: variance, 60 steps, determinant = {free60:.5f}")
print(f"At=0: variance, surmise = {free_surmise:.5f}")
assert abs(free_surmise / free60 - 1) < 0.02

# ---------- interacting steps: sampling the squared ground state ----------
N, walkers = 16, 1000
pos = np.tile(np.arange(N) / N, (walkers, 1))
total, shots = np.zeros(walkers), 0
for sweep in range(500):
    for j in range(N):
        others = np.delete(pos, j, axis=1)
        old = pos[:, j]
        new = old + (rng.random(walkers) - 0.5) / N
        ratio = np.prod(np.abs(np.sin(np.pi * (new[:, None] - others))
                               / np.sin(np.pi * (old[:, None] - others))),
                        axis=1) ** r
        pos[:, j] = np.where(rng.random(walkers) < ratio, new, old)
    if sweep >= 150 and sweep % 10 == 0:
        ordered = np.sort(pos % 1.0, axis=1)
        gaps = np.diff(ordered, axis=1, append=ordered[:, :1] + 1) * N
        total += np.mean((gaps - 1) ** 2, axis=1)
        shots += 1
var_mc = np.mean(total / shots)
err_mc = np.std(total / shots, ddof=1) / np.sqrt(walkers)
print(f"sampled variance of s, 16 steps = {var_mc:.5f}")
print(f"standard error of sampled variance = {err_mc:.5f}")
print(f"surmise / sampled variance = {var_s/var_mc:.4f}")
# tolerance: the surmise is approximate and the sample has 16 steps
assert abs(var_s / var_mc - 1) < 0.03


def infer_exponent(variance):
    return brentq(lambda q: surmise_variance(q) - variance, 1.0, 30.0)


r_inf = infer_exponent(var_mc)
r_err = (infer_exponent(var_mc - err_mc) - infer_exponent(var_mc + err_mc)) / 2
At_inf = r_inf * (r_inf - 2) / 4
At_err = (r_inf - 1) / 2 * r_err
print(f"r inferred from sampled variance = {r_inf:.3f}")
print(f"statistical error of inferred r = {r_err:.3f}")
print(f"At inferred from sampled variance = {At_inf:.3f}")
print(f"statistical error of inferred At = {At_err:.3f}")
print(f"A inferred = {At_inf*kT**2/stiffness:.3e} J m")

# ---------- free energy per step and length for many steps ----------
entropic = np.pi**2 * kT**2 / (6 * stiffness * mean_width**2)
print(f"free energy per step length, A=0 = {entropic:.4e} J/m")
print(f"free energy per step length, with A = {entropic*lam**2:.4e} J/m")

print("verified")
```

It prints:

```
temperature = 1000 K
thermal energy kT = 1.38065e-20 J
step stiffness = 8.00e-11 J/m
repulsion coefficient A = 8.00e-30 J m
mean terrace width = 5.00 nm
dimensionless repulsion At = 3.3575
pair exponent lam = 2.3993
terrace exponent r = 4.7987
two steps, free energy from paths = 1.35381e-12 J/m
two steps, free energy from formula = 1.35381e-12 J/m
two steps, 1 - overlap of states = 4.0e-10
three steps: At, r formula, r measured, energy ratio, 1-overlap
  0.3125  2.5000  2.4973  0.99947  1.2e-07
  2.0000  4.0000  4.0043  0.99991  1.0e-09
  3.3575  4.7987  4.8046  0.99992  3.6e-09
  6.0000  6.0000  6.0076  0.99993  7.8e-09
six steps, worst relative local-energy error = 2.3e-07
surmise constant a = 18.6968
surmise constant b = 2.6609
surmise variance of s = 0.08960
surmise width deviation = 1.497 nm
At=0: variance, 16 steps, determinant = 0.17923
At=0: variance, 60 steps, determinant = 0.17994
At=0: variance, surmise = 0.17810
sampled variance of s, 16 steps = 0.08910
standard error of sampled variance = 0.00018
surmise / sampled variance = 1.0056
r inferred from sampled variance = 4.830
statistical error of inferred r = 0.012
At inferred from sampled variance = 3.418
statistical error of inferred At = 0.022
A inferred = 8.143e-30 J m
free energy per step length, A=0 = 1.5678e-13 J/m
free energy per step length, with A = 9.0254e-13 J/m
verified
```
